\section*{Why Poole-Frenkel slopes are compared with high-frequency permittivity}

\section*{The question}

A dielectric film leaks by thermal emission of carriers from charged traps. The slope of $\ln(J/E)$ against $\sqrt E$, with $J$ the current density and $E$ the field, gives a permittivity. Why is that value usually compared with the high-frequency permittivity $\varepsilon_\infty$, when the leakage is measured under a steady voltage?

\section*{The mechanism}

The voltage is steady, but the emission event is short. A donor-like trap is neutral while it holds its electron. When the electron leaves, a core of charge $+e$ is exposed and attracts it. Electronic polarization screens this attraction at once, whereas ions and dipoles need time to move. If the electron passes the top of its barrier before they respond, it has felt the attraction screened by $\varepsilon_\infty$ alone.

This argument assumes that the slow polarization starts at its mean value for the filled, neutral trap, and that the crossing is short compared with the response time. The second assumption can be put into numbers. The first is less innocent, because thermal fluctuations can prepare the medium before the electron leaves.

\section*{From the barrier to the slope}

Take an isolated trap in a uniform, isotropic, linear medium, and follow the escape path along the direction of the electric force. Let $r$ be the distance from the core, $e>0$, and $C=e^2/(4\pi\varepsilon_0)$. For a fixed relative permittivity $\varepsilon$ the potential energy is
\begin{equation}
V(r)=-\frac{C}{\varepsilon r}-eEr .
\end{equation}
At the saddle, $V'(r_m)=C/(\varepsilon r_m^2)-eE=0$, so
\begin{equation}
r_m=\sqrt{\frac{C}{\varepsilon eE}} .
\end{equation}
Since $C/(\varepsilon r_m)=eEr_m$, the two terms of $V$ are equal there and
\begin{equation}
V(r_m)=-2eEr_m=-\beta\sqrt E,\qquad
\beta=2\sqrt{\frac{Ce}{\varepsilon}} .
\end{equation}
The field lowers the zero-field ionization energy $\Phi_0$ to $\Phi=\Phi_0-\beta\sqrt E$.

Let $n$ be the density of free carriers and $N_+$ that of empty traps. With most traps filled, the balance of emission and capture gives $nN_+\propto e^{-\Phi/k_BT}$. If compensation fixes $N_+$, then $n\propto e^{-\Phi/k_BT}$. If each free carrier leaves one empty trap, $N_+=n$ and $n\propto e^{-\Phi/2k_BT}$. With $J=e\mu nE$ and a field-independent mobility $\mu$ and prefactor,
\begin{equation}
\frac{d\ln(J/E)}{d\sqrt E}=\frac{\beta}{\xi k_BT},\qquad \xi=1\ \text{or}\ 2 .
\end{equation}
For $\xi=1$ the inferred permittivity is $\varepsilon=4Ce/\beta^2$. Reading a $\xi=2$ slope as if $\xi=1$ halves the apparent $\beta$ and makes the inferred permittivity four times too large. The choice of $\xi$ therefore comes before any discussion of polarization. Below, $\xi=1$.

\section*{How long the crossing takes}

First let only electronic polarization act, so $\varepsilon=\varepsilon_\infty$. Using $eE=C/(\varepsilon_\infty r_m^2)$,
\begin{align}
V(r_m)-V(r)
&=\frac{C}{\varepsilon_\infty}
\left(-\frac{2}{r_m}+\frac1r+\frac{r}{r_m^2}\right)\nonumber\\
&=\frac{C}{\varepsilon_\infty}\frac{(r_m-r)^2}{r\,r_m^2}.
\end{align}
The energy $w=mv^2/2$ of motion through the saddle has the flux weight $v\,e^{-w/k_BT}dv\propto e^{-w/k_BT}dw$, whose mean is $k_BT$. Take a carrier of effective mass $m$ with this energy at the saddle, $v_s^2=2k_BT/m$. Energy conservation, $mv^2/2=k_BT+V(r_m)-V(r)$, gives
\begin{equation}
v^2=v_s^2+\omega_b^2r_m\frac{(r_m-r)^2}{r},\qquad
\omega_b^2=\frac{2C}{\varepsilon_\infty mr_m^3}.
\end{equation}
Here $\omega_b^2=-V''(r_m)/m$, so $1/\omega_b$ is the natural time for leaving the barrier top. The ballistic transit time is
\begin{equation}
t_s=\int_0^{r_m}\frac{dr}{v(r)} .
\end{equation}
Because $r_m\propto E^{-1/2}$, $\omega_b\propto E^{3/4}$: a stronger field makes the saddle closer and the crossing faster.

\section*{How much polarization follows}

Before emission the electron cancels the core charge. At $t=0$ the core appears as a step source, with displacement field $D\propto 1/r^2$. The Laplace transform of a unit step is $1/s$, and the electric field is $D$ divided by $\varepsilon_0\varepsilon(s)$. The attractive force is therefore $CK(t)/r^2$, with
\begin{equation}
K(t)=\mathcal L^{-1}\left[\frac{1}{s\,\varepsilon(s)}\right],\qquad
K(0^+)=\frac1{\varepsilon_\infty},\quad K(\infty)=\frac1{\varepsilon_s},
\end{equation}
where $\varepsilon_s$ is the static permittivity. The inverse of $\varepsilon$ enters because the charge fixes $D$, not the electric field.

For one undamped ionic mode of strength $\Delta$ and transverse frequency $\omega_T$,
\begin{equation}
\varepsilon(s)=\varepsilon_\infty+\frac{\Delta\omega_T^2}{s^2+\omega_T^2},
\qquad
\frac1{\varepsilon(s)}=\frac{s^2+\omega_T^2}{\varepsilon_\infty(s^2+\omega_L^2)},
\end{equation}
with $\omega_L^2=\omega_T^2(1+\Delta/\varepsilon_\infty)=\omega_T^2\varepsilon_s/\varepsilon_\infty$. Partial fractions give
\begin{equation}
\frac{1}{s\varepsilon(s)}=\frac1{\varepsilon_s s}
+\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\frac{s}{s^2+\omega_L^2},
\end{equation}
and hence
\begin{equation}
K(t)=\frac1{\varepsilon_\infty}
-\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)(1-\cos\omega_Lt).
\end{equation}
At early times the followed fraction is $\omega_L^2t^2/2$. Later it can exceed one, because an underdamped ion overshoots its new equilibrium.

For a single Debye dipole, $\varepsilon(s)=\varepsilon_\infty+\Delta/(1+s\tau)$. The same steps give
\begin{equation}
\frac1{s\varepsilon(s)}=\frac1{\varepsilon_s s}
+\frac{1/\varepsilon_\infty-1/\varepsilon_s}{s+1/\tau_L},\qquad
\tau_L=\tau\frac{\varepsilon_\infty}{\varepsilon_s},
\end{equation}
so the followed fraction is $1-e^{-t/\tau_L}\approx t/\tau_L$ for $t\ll\tau_L$. A dipole that needs picoseconds is nearly frozen during a crossing of femtoseconds.

\section*{The numbers for a low-$k$ film}

Take round parameters in the regime of an organosilicate glass: $\varepsilon_\infty=2.0$, $T=400$ K, $k_BT=0.0345$ eV and $m=0.5$ electron masses. A rocking mode at 450 cm$^{-1}$ has strength 0.40, a stretching mode at 1050 cm$^{-1}$ has strength 0.30, and both have damping 50 cm$^{-1}$. A dipole with Debye time 10 ps has strength 0.30. The permittivity is 2.7 with the ions included and 3.0 with the dipole as well.

At 1 MV/cm, which is 0.1 V/nm, the saddle lies at 2.68 nm. The lowering is $2eEr_m=2(0.1)(2.683)$ eV $=0.537$ eV, so $\beta=0.537$ eV/(MV/cm)$^{1/2}$. The slope is $0.5366/0.03447=15.6$ (MV/cm)$^{-1/2}$ for $\varepsilon_\infty$. For $\varepsilon_s$ it is 12.7 in the same unit, smaller by $\sqrt{3.0/2.0}$.

The followed fractions below refer to the full response of each polarization. Those for one mode are computed with that mode alone.

\begin{center}
\begin{tabular}{lcc}
Field (MV/cm) & 1 & 2\\
\hline
$r_m$ (nm) & 2.68 & 1.90\\
$1/\omega_b$ (fs) & 6.2 & 3.7\\
$t_s$ (fs) & 8.6 & 5.6\\
Rocking fraction & 0.30 & 0.13\\
Stretching fraction & 1.23 & 0.62\\
All ionic & 0.79 & 0.39\\
$1/K(t_s)$ & 2.52 & 2.23
\end{tabular}
\end{center}

The dipole is frozen: at 1 MV/cm, removing it changes $1/K(t_s)$ from 2.5186 to 2.5182. The ions are not. At the same field,
\begin{equation}
K(t_s)=\frac1{2.0}-0.794\left(\frac1{2.0}-\frac1{2.7}\right)=0.397,
\qquad \frac1{K(t_s)}=2.52 .
\end{equation}
The stretching mode has overshot and the rocking mode lags. At 2 MV/cm the shorter transit leaves more than half of the ionic response behind. Thus the transit-time argument removes slow dipoles firmly, but removes ionic polarization only in part, by an amount that depends on the field and on the carrier's energy at the saddle. At 1 MV/cm, saddle energies of $0.1k_BT$ and $3k_BT$ give $1/K(t_s)=3.11$ and 2.28 instead of 2.52; the first exceeds $\varepsilon_s$ because the ions overshoot.

\section*{From screening at one instant to a slope}

A slope compares barriers at different fields, and $K(t_s)$ describes one instant at one field. To obtain a slope within the mean-response model, launch the carrier outward from $r_0=0.3$ nm at $t=0$ and solve
\begin{equation}
m\ddot r=-\frac{CK(t)}{r^2}+eE .
\end{equation}
Let $W_0$ be the smallest launch energy for escape without turning back. Multiplication by $\dot r$ and integration give
\begin{equation}
\frac{m\dot r^2}{2}=W_0+eE(r-r_0)-C\int_{r_0}^{r}\frac{K(t(r'))}{r'^2}\,dr'.
\end{equation}
The work depends on $K$ along the whole path, and a change of field also changes the arrival times $t(r')$. The slope therefore need not return $1/K(t_s)$.

For constant $K=1/\varepsilon$, the threshold is $W_0=V(r_m)-V(r_0)=C/(\varepsilon r_0)+eEr_0-\beta\sqrt E$. Subtracting $eEr_0$ leaves a barrier whose derivative with respect to $\sqrt E$ is $-\beta$. In a test at 1 MV/cm, slowing the whole medium by $10^5$ gave a slope permittivity of 2.000, and speeding it up by $10^7$ gave 2.999. These are the expected limits $\varepsilon_\infty$ and $\varepsilon_s$.

With the actual response times, the slope permittivity is 2.24 at 1 MV/cm and 2.16 at 2 MV/cm. Both lie nearer to $\varepsilon_\infty$ than to $\varepsilon_s$, in support of the usual comparison within this model. They also lie below the instantaneous values 2.52 and 2.23.

One force has been left out. The departing electron polarizes the medium along its own path, and this wake pulls it back. If $g(d)$ is the Coulomb field factor of the smeared charge, which tends to $1/d^2$ at large $d$, the wake force at the saddle is
\begin{equation}
F_w=C\int_0^{t_s}\left[-K'(\tau)\right]g\big(r_m-r(t_s-\tau)\big)\,d\tau .
\end{equation}
The factor $-K'$ is the delayed screening response, and $g$ is evaluated at the distance back to the earlier position. With core and carrier each smeared over 0.3 nm, $F_w$ is 1.34 times the core attraction at 1 MV/cm and 0.35 times at 2 MV/cm. The ratio depends strongly on the assumed smearing: at 1 MV/cm it is 2.8 for 0.15 nm and 0.21 for 1.0 nm. The wake therefore cannot be dismissed without knowing the carrier's effective size. It opposes the applied field and depends on the carrier's path, so including it would also change the slope, and for the 0.3 nm smearing by a large amount. In the same threshold model it steepens the plot: the slope permittivity falls to roughly 0.9 at 1 MV/cm and 1.3 at 2 MV/cm for 0.3 nm smearing, below $\varepsilon_\infty$, and to about 2.1 at both fields for 1.0 nm. The values 2.24 and 2.16 isolate the delayed screening of the core; they are not predictions of a complete slope.

\section*{When the crossing is not ballistic}

Free flight requires a momentum relaxation time $m\mu/e$ longer than $t_s$, hence
\begin{equation}
\mu\gtrsim\frac{et_s}{m},
\end{equation}
which is 30 cm$^2$/Vs at 1 MV/cm and 20 cm$^2$/Vs at 2 MV/cm. For $\mu=1$ cm$^2$/Vs the motion is diffusive. The Einstein relation gives $D=\mu k_BT/e=0.0345$ cm$^2$/s, and a rough crossing time at 1 MV/cm is
\begin{equation}
t_D\sim\frac{r_m^2}{2D}
=\frac{(2.683\times10^{-7}\,\text{cm})^2}{2(0.0345\,\text{cm}^2/\text{s})}
\approx1.0\ \text{ps}.
\end{equation}
This estimate ignores drift. Near the saddle the drift speed is $\mu|V''(r_m)||r-r_m|/e$ with $|V''(r_m)|=2eE/r_m$, which gives a shorter time, $r_m/(2\mu E)\approx0.13$ ps. Drift dominates, because the potential changes by many $k_BT$ along the path. In a fixed potential, the mean duration of a successful diffusive crossing from 0.3 nm to the saddle is 0.06 to 0.08 ps, so 1 ps is only an upper estimate. The vibration periods of the two ionic modes are 74 and 32 fs, so the ions can respond during the crossing at this field, but they are still ringing at its end. At the diffusion estimate of 1.0 ps, $1/K=2.73$: the ions have followed and the dipole has begun to. At 2 MV/cm the diffusion estimate is 0.52 ps and $1/K=2.77$. The larger value at the shorter time is residual ionic ringing. Its amplitude decays as $e^{-\gamma t/2}$, where $\gamma=0.0094$ fs$^{-1}$ corresponds to 50 cm$^{-1}$; about 9\% is left after 0.52 ps and under 1\% after 1.0 ps.

Scattering thus weakens the case for $\varepsilon_\infty$. For a mobility near 1 cm$^2$/Vs, the instantaneous permittivity at the end of a 1 ps crossing is near 2.7, the value with ions included. At the more realistic 0.06 to 0.08 ps it still swings between about 2.2 and 2.8 with the ionic ringing. A slope again reflects the whole path, including the early part crossed before the ions respond, and can lie somewhat lower. For a mobility of 0.01 cm$^2$/Vs, these times grow a hundredfold, and the mean crossing takes about 6 to 8 ps at 1 MV/cm. Part of the dipole response can then follow too, and the mean-response value moves towards $\varepsilon_s=3.0$.

\section*{When fluctuations prepare the medium}

Even a fast crossing does not settle the slope, because the slow polarization fluctuates while the trap is filled. Describe it by classical modes $Q_j$ of stiffness $\kappa_j$, and let $c_j(r)$ be their coupling to the charge pair formed by core and carrier:
\begin{equation}
H_{\rm slow}=\sum_j\left(\frac{\kappa_jQ_j^2}{2}-c_j(r)Q_j\right).
\end{equation}
With the carrier in the trap, $c_j=0$, so $Q_j$ has zero mean and variance $k_BT/\kappa_j$. Moving the carrier suddenly to $r$ costs the extra energy $u=-\sum_jc_jQ_j$. This is a Gaussian variable with zero mean and variance
\begin{equation}
\langle u^2\rangle=\sum_j\frac{c_j^2k_BT}{\kappa_j}=2k_BT\lambda(r),
\qquad \lambda(r)=\sum_j\frac{c_j^2}{2\kappa_j}.
\end{equation}
The mean cost is zero, which is the frozen-medium picture. The Boltzmann factor, however, favours configurations that help. For a Gaussian variable, completing the square gives
\begin{equation}
\left\langle e^{-u/k_BT}\right\rangle
=\exp\left(\frac{\langle u^2\rangle}{2(k_BT)^2}\right)
=e^{\lambda(r)/k_BT}.
\end{equation}

Minimizing $H_{\rm slow}$ over each $Q_j$ gives $-\lambda(r)$, so $\lambda$ is the energy gained when slow polarization relaxes around the pair. Let $w(r)$ be the vacuum Coulomb energy of two smeared unit charges. The pair has electrostatic energy $[w(0)-w(r)]/\varepsilon$: two self-energies $w(0)/2$ and an attraction $-w(r)$. The gain from relaxation is the difference between its values for $\varepsilon_\infty$ and $\varepsilon_s$:
\begin{equation}
\lambda(r)=\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)[w(0)-w(r)].
\end{equation}
Outside the smeared charges $w(r)=C/r$. The free energy of a carrier held at $r$ is then
\begin{align}
A(r)&=-\frac{C}{\varepsilon_\infty r}-eEr-\lambda(r)\nonumber\\
&=\text{constant}-\frac{C}{\varepsilon_s r}-eEr .
\end{align}
The static permittivity has returned, although the medium did not move during the jump. A test at 1 MV/cm, with the variance summed over Fourier modes and the thermal average taken numerically, gave a slope permittivity of 3.000.

This is the equilibrium population at a fixed plane, and not yet the escape rate. A configuration that favours a carrier at one plane may leave a higher barrier elsewhere, and the carrier then turns back. Recrossing lowers the net flux below the plane estimate, by a factor that can be far below one and can change with field. The slope of the escape rate therefore need not give the static permittivity. Neither the frozen mean medium nor the fixed-plane average proves what a measured slope must be.

The classical average over sudden jumps suits the slow dipoles. It is rough for the ionic modes, since $k_BT=0.0345$ eV corresponds to about 280 cm$^{-1}$, below both mode frequencies. The free energy $A(r)$ of a carrier held in place is not affected: a linear coupling shifts a quantum harmonic mode by the same energy $-c_j^2/(2\kappa_j)$.

\section*{Tunnelling at the barrier top}

The thermal wavelength of the carrier is 5.3 nm, longer than either saddle distance, so a classical point path is itself an approximation. To size tunnelling, replace the saddle by an inverted parabola. Let $x$ be the energy above its top divided by $k_BT$, and $a=\hbar\omega_b/k_BT$. The transmission is $1/(1+e^{-2\pi x/a})$, and the rate is multiplied by
\begin{equation}
\Gamma=\int_{-\infty}^{\infty}\frac{e^{-x}\,dx}{1+e^{-2\pi x/a}}
=\frac{a}{2\pi}\int_0^\infty\frac{y^{a/2\pi-1}}{1+y}\,dy
=\frac{a/2}{\sin(a/2)},
\end{equation}
where $y=e^{-2\pi x/a}$ and $a<2\pi$ is required for convergence. Since $a\propto(\sqrt E)^{3/2}$,
\begin{equation}
\frac{d\ln\Gamma}{d\sqrt E}
=\frac{3}{2\sqrt E}\left[1-\frac a2\cot\frac a2\right].
\end{equation}

At 1 MV/cm, $\Gamma=1.5$ and the added slope is 9\% of the $\varepsilon_\infty$ slope. At 2 MV/cm, $\Gamma=5.0$ and it is 36\%. These figures describe motion along the escape path alone. The saddle also confines the carrier sideways. By Laplace's equation, each of the two transverse curvatures has half the magnitude of the curvature along the path. Quantizing the transverse motion multiplies the rate by $[(b/2)/\sinh(b/2)]^2$, with $b=a/\sqrt2$, which opposes the tunnelling gain. In this harmonic approximation the combined factor is 1.05 at 1 MV/cm and 1.8 at 2 MV/cm, and the added slopes fall to about 2\% and 24\%. Taken alone, these quantum corrections steepen the plot, but only slightly at the lower field. At the higher field the parabola overstates tunnelling, because the true barrier is wider below its top. A semiclassical transmission through the true barrier shape lowers the combined factor there from 1.8 to about 1.4 if the sideways motion is kept harmonic, and the added slope from 24\% to roughly 12\%. A semiclassical sum over the sideways states of the full Coulomb saddle gives smaller factors, about 0.9 at 1 MV/cm and 1.2 at 2 MV/cm, but similar added slopes, 2\% or less and about 11\%. Much of this reduction is not quantum: the same sum done classically already gives about 0.9 at both fields, because the sideways potential is not harmonic.

The sideways confinement also acts classically. The transverse curvature is $eE/r_m$, so the effective area of the saddle is $2\pi k_BTr_m/(eE)\propto E^{-3/2}$. This factor in the emission rate adds $-3/\sqrt E$ to its logarithmic slope, which is about $-19\%$ of the $\varepsilon_\infty$ slope at 1 MV/cm and $-14\%$ at 2 MV/cm. How much of it appears in $J$ depends on how capture varies with field. The assumption of a field-independent prefactor is therefore not a harmless one.

\section*{What the comparison means in a real film}

Organosilicate films can have static permittivities of roughly 2.5 to 3 and squared refractive indices near 2. The example lies in that range, but its mode strengths, damping, mass and dipole time are round choices. Ballistic motion is a doubtful assumption in a disordered film. At 1 MV/cm, replacing the ballistic time by the 1.0 ps upper estimate for diffusion moves the instantaneous permittivity from 2.52 to 2.73; at the shorter mean crossing time for 1 cm$^2$/Vs it still oscillates between about 2.2 and 2.8.

The high-frequency value is therefore a reasonable first benchmark when $\xi$ is known, the crossing is ballistic and fast, slow polarization stays near its filled-trap mean, the carrier's wake is weak, and the prefactor varies little with field. A fitted value close to $\varepsilon_\infty$ is consistent with that picture but does not establish it, since the carrier's wake, the width of the saddle, tunnelling, scattering, fluctuations and trap statistics can also move the slope.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 400 K; kT: 0.03447 eV
Effective mass: 0.50 electron masses
High-frequency permittivity: 2.000
Ionic-plus-electronic permittivity: 2.700
Static permittivity: 3.000
Rocking mode: 450 cm^-1, strength 0.40
Stretching mode: 1050 cm^-1, strength 0.30
Ionic damping: 50 cm^-1
Dipole: Debye time 10.0 ps, strength 0.30
PF beta, high-frequency: 0.5366 eV/(MV/cm)^0.5
PF log slope, high-frequency: 15.569 (MV/cm)^-0.5
PF beta, static: 0.4382 eV/(MV/cm)^0.5
PF log slope, static: 12.712 (MV/cm)^-0.5
Slope permittivity, slow-medium test: 2.0000
Slope permittivity, fast-medium test: 2.9988
Slope permittivity, fixed-plane thermal average: 3.0000
Thermal wavelength: 5.27 nm
Assumed diffusive mobility: 1.0 cm2/Vs
Carrier/core smear for wake: 0.30 nm
--- Field: 1.0 MV/cm ---
Saddle distance: 2.683 nm
Barrier lowering with eps_inf: 0.5366 eV
Inverse saddle rate: 6.18 fs
Ballistic transit time: 8.63 fs
Rocking response / static: 0.296
Stretch response / static: 1.225
Total ionic response / static: 0.794
Instantaneous permittivity: 2.5186
Same without dipole: 2.5182
Threshold-slope permittivity: 2.2396
Wake force / core force: 1.342
Mobility for ballistic crossing: 30.3 cm2/Vs
Diffusive crossing time: 1044 fs
Permittivity then: 2.7308
Parabolic tunnelling rate factor: 1.546
Tunnelling slope / PF slope: 0.093
--- Field: 2.0 MV/cm ---
Saddle distance: 1.897 nm
Barrier lowering with eps_inf: 0.7589 eV
Inverse saddle rate: 3.67 fs
Ballistic transit time: 5.62 fs
Rocking response / static: 0.131
Stretch response / static: 0.619
Total ionic response / static: 0.393
Instantaneous permittivity: 2.2270
Same without dipole: 2.2269
Threshold-slope permittivity: 2.1614
Wake force / core force: 0.353
Mobility for ballistic crossing: 19.8 cm2/Vs
Diffusive crossing time: 522 fs
Permittivity then: 2.7701
Parabolic tunnelling rate factor: 5.044
Tunnelling slope / PF slope: 0.363
\end{verbatim}
